# Cyclotron and Intersubband Anticrossing in a Parabolic Well under Tilted Field: a program that tests the result

```python
"""
Electron of isotropic mass m in V = m w0^2 z^2 / 2 and a tilted magnetic field.
Result under test: two exact normal modes w_plus, w_minus with
    w_plus +/- w_minus = sqrt((w0 +/- wz)^2 + wx^2),
where wc = e B / m, wx = wc sin(theta), wz = wc cos(theta), and theta is the
angle between the field and the layer normal z. Also tested: the smallest
splittings, the oscillator strengths, the limits, and the immunity of the
centre-of-mass modes to electron-electron forces.
Tests use units hbar = m = w0 = 1; the example uses meV, tesla and nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.special import erfc


def formula_modes(wc, theta):
    """Derived frequencies (lower, upper) and z-polarised strength of the upper."""
    wx, wz = wc * np.sin(theta), wc * np.cos(theta)
    total = np.hypot(1 + wz, wx)
    split = np.hypot(1 - wz, wx)
    low, high = (total - split) / 2, (total + split) / 2
    return low, high, (high**2 - wz**2) / (high**2 - low**2)


def lorentz_matrix(wx, wz):
    """Newton equations for (vx, vy, vz, z), charge -e, no gauge chosen."""
    return np.array([[0, -wz, 0, 0],
                     [wz, 0, -wx, 0],
                     [0, wx, 0, -1],
                     [0, 0, 1, 0]], float)


def dynamic_modes(wx, wz):
    """Frequencies and weights of vz(t) after a unit kick along z."""
    lam, vec = np.linalg.eig(lorentz_matrix(wx, wz))
    inv = np.linalg.inv(vec)
    chosen = [j for j in np.argsort(lam.imag) if lam[j].imag > 1e-9]
    freq = [lam[j].imag for j in chosen]
    weight = [2 * (vec[2, j] * inv[j, 2]).real for j in chosen]
    return freq[0], freq[1], weight[1]


def dynamic_tilt(wc, theta):
    return dynamic_modes(wc * np.sin(theta), wc * np.cos(theta))


# ---- frequencies and strengths against the gauge-free equations of motion
for angle in (10, 35, 60, 80):
    for wc in (0.3, 0.9, 1.7, 4.0):
        th = np.radians(angle)
        assert np.allclose(formula_modes(wc, th), dynamic_tilt(wc, th), atol=1e-9)
        root = np.sqrt((wc**2 + 1)**2 - 4 * wc**2 * np.cos(th)**2)
        squares = np.array([wc**2 + 1 - root, wc**2 + 1 + root]) / 2
        assert np.allclose(squares, np.square(dynamic_tilt(wc, th)[:2]), atol=1e-9)

# ---- quantum spectrum by diagonalisation on a sinc grid
theta = np.radians(20.0)
wc_min = np.cos(theta)
n_pts, step = 37, 0.36
pts = (np.arange(n_pts) - n_pts // 2) * step
diff = np.subtract.outer(np.arange(n_pts), np.arange(n_pts))
safe = np.where(diff == 0, 1, diff)
kin1d = np.where(diff == 0, np.pi**2 / 3, 2.0 * (1 - 2 * (diff % 2)) / safe**2)
kin1d = kin1d / (2 * step**2)
X, Z = [a.ravel() for a in np.meshgrid(pts, pts, indexing="ij")]


def grid_states(wc, th, k):
    """Lowest states of H at wave number k along y, and the kinetic operator."""
    eye = np.eye(n_pts)
    kinetic = np.kron(kin1d, eye) + np.kron(eye, kin1d)
    vy = k + wc * np.cos(th) * X - wc * np.sin(th) * Z
    kinetic += np.diag(vy**2 / 2)
    energy, states = eigh(kinetic + np.diag(Z**2 / 2), subset_by_index=[0, 5])
    return energy, states, kinetic


low, high, fz_high = formula_modes(wc_min, theta)
ladder = sorted((a + 0.5) * high + (b + 0.5) * low
                for a in range(6) for b in range(6))[:6]
E_k, _, _ = grid_states(wc_min, theta, 0.4)
E_0, psi, kinetic = grid_states(wc_min, theta, 0.0)
grid_error = max(np.abs(E_k - ladder).max(), np.abs(E_0 - ladder).max())
assert grid_error < 1e-6


def strength(coord, j):
    return 2 * (E_0[j] - E_0[0]) * (psi[:, 0] @ (coord * psi[:, j]))**2


# state 1 holds one lower quantum, state 2 one upper quantum
assert np.allclose([strength(Z, 1), strength(Z, 2)], [1 - fz_high, fz_high], atol=1e-5)
assert np.allclose([strength(X, 1), strength(X, 2)], [fz_high, 1 - fz_high], atol=1e-5)


# ---- smallest splitting along two different sweeps
def splitting(wx, wz):
    f_low, f_high, _ = dynamic_modes(wx, wz)
    return f_high - f_low


for angle in (15, 20, 50):
    th = np.radians(angle)
    best = minimize_scalar(lambda w: splitting(w * np.sin(th), w * np.cos(th)),
                           bounds=(0.2, 2.5), method="bounded",
                           options={"xatol": 1e-9})
    assert abs(best.x - np.cos(th)) < 1e-5 and abs(best.fun - np.sin(th)) < 1e-8
for wx in (0.2, 0.7):
    best = minimize_scalar(lambda w: splitting(wx, w), bounds=(0.2, 2.5),
                           method="bounded", options={"xatol": 1e-9})
    assert abs(best.x - 1) < 1e-5 and abs(best.fun - wx) < 1e-8

# ---- two-level coupling from numerical oscillator states at wz = w0
_, osc = eigh(kin1d + np.diag(pts**2 / 2), subset_by_index=[0, 1])
dipole = osc[:, 0] @ (pts * osc[:, 1])
wx_res = np.tan(theta)
coupling = wx_res * dipole**2
assert abs(2 * coupling - splitting(wx_res, 1.0)) < 1e-7
assert sum(dynamic_modes(wx_res, 1.0)[:2]) / 2 > 1.001

# ---- equal mixing exists below 45 degrees of tilt and not above
wc_equal = 1 / np.sqrt(np.cos(2 * theta))
assert abs(dynamic_tilt(wc_equal, theta)[2] - 0.5) < 1e-9
assert all(dynamic_tilt(w, np.radians(50))[2] > 0.5 for w in np.geomspace(0.1, 50, 60))

# ---- weak, strong and parallel field
weak, strong = dynamic_tilt(0.002, theta), dynamic_tilt(300.0, theta)
assert abs(weak[0] / (0.002 * np.cos(theta)) - 1) < 1e-4 and abs(weak[1] - 1) < 1e-4
assert abs(strong[0] - np.cos(theta)) < 1e-4 and abs(strong[1] / 300 - 1) < 1e-4
par = np.linalg.eigvals(lorentz_matrix(0.8, 0.0))
assert abs(par.imag.max() - np.hypot(1, 0.8)) < 1e-9
ground = [eigh(kin1d + np.diag((k - 0.8 * pts)**2 / 2 + pts**2 / 2),
               eigvals_only=True, subset_by_index=[0, 0])[0] for k in (0.0, 0.7)]
assert abs((ground[1] - ground[0]) - 0.7**2 / (2 * (1 + 0.8**2))) < 1e-7


# ---- three repelling classical charges: what happens to the centre of mass
def run_charges(repulsion, quartic):
    wx, wz = wc_min * np.sin(theta), wc_min * np.cos(theta)
    start = np.array([[0.9, 0.1, 0.8, 0.2, 0.0, 0.1],
                      [-0.6, 0.5, -0.5, 0.0, 0.3, 0.4],
                      [0.1, -0.8, 0.3, -0.1, 0.2, 0.0]])

    def rates(_, flat):
        s = flat.reshape(3, 6)
        r, v = s[:, :3], s[:, 3:]
        sep = r[:, None, :] - r[None, :, :]
        dist2 = (sep**2).sum(-1) + 0.1
        acc = repulsion * (sep / dist2[..., None]**1.5).sum(1)
        acc[:, 0] += -wz * v[:, 1]
        acc[:, 1] += wz * v[:, 0] - wx * v[:, 2]
        acc[:, 2] += wx * v[:, 1] - r[:, 2] - quartic * r[:, 2]**3
        return np.hstack([v, acc]).ravel()

    sol = solve_ivp(rates, (0, 20), start.ravel(), method="DOP853",
                    rtol=1e-10, atol=1e-11, t_eval=np.linspace(0, 20, 81))
    return sol.y.T.reshape(-1, 3, 6)


free, repelled = run_charges(0.0, 0.0), run_charges(1.0, 0.0)
cm_change = np.abs(free.mean(1) - repelled.mean(1)).max()
single_change = np.abs(free - repelled).max()
cm_quartic = np.abs(run_charges(0.0, 0.3).mean(1)[:, 2]
                    - run_charges(1.0, 0.3).mean(1)[:, 2]).max()
assert cm_change < 1e-6 and single_change > 0.1 and cm_quartic > 1e-2

# ---- worked example: graded GaAs/AlGaAs well, rough typical parameters
e, hbar, kB = const.e, const.hbar, const.k
mass_ratio, hw0 = 0.067, 10.0                      # -, meV
mass = mass_ratio * const.m_e
meV = 1e-3 * e
w0 = hw0 * meV / hbar
B_unit = mass * w0 / e                             # field at which wc = w0
length = np.sqrt(hbar / (mass * w0))
print(f"mass {mass_ratio} m_e; hbar*w0 = {hw0:.1f} meV; tilt {np.degrees(theta):.0f} deg")
print(f"oscillator length sqrt(hbar/(m w0)) = {length*1e9:.2f} nm")
print(f"cyclotron energy per tesla = {hw0/B_unit:.4f} meV/T")
print("Field sweep: B (T), hbar*wc, lower, upper, splitting (meV), fz_upper")
for B in (2.0, 4.0, 6.0, 8.0, 12.0):
    a, b, f = dynamic_tilt(B / B_unit, theta)
    print(f"  {B:5.2f} {hw0*B/B_unit:7.3f} {hw0*a:7.3f} {hw0*b:7.3f}"
          f" {hw0*(b-a):7.3f} {f:6.3f}")
print("Special points: B, Bz (T), lower, upper, splitting (meV), fz_upper")
for name, wc in (("smallest splitting", wc_min), ("wc = w0", 1.0),
                 ("wz = w0", 1 / np.cos(theta)), ("equal mixing", wc_equal)):
    a, b, f = dynamic_tilt(wc, theta)
    print(f"  {name:18s} {wc*B_unit:6.3f} {wc*B_unit*np.cos(theta):6.3f}"
          f" {hw0*a:7.3f} {hw0*b:7.3f} {hw0*(b-a):7.3f} {f:6.3f}")
to_THz = meV / const.h / 1e12
print(f"at smallest splitting: lower {hw0*low*to_THz:.3f} THz,"
      f" upper {hw0*high*to_THz:.3f} THz")
print(f"two-level estimate at wz = w0: {hw0*(1-coupling):.3f}"
      f" and {hw0*(1+coupling):.3f} meV")
print(f"strong-field limit of lower mode = {hw0*np.cos(theta):.3f} meV")
print(f"largest grid-minus-formula level error = {grid_error:.1e} hbar*w0")
print("Three charges, largest change caused by repulsion (oscillator units):")
print(f"  centre of mass, parabolic well: {cm_change:.1e}")
print(f"  single-charge coordinates or velocities, parabolic: {single_change:.2f}")
print(f"  centre-of-mass z, quartic term added: {cm_quartic:.3f}")

# ---- sizes of neglected effects at the smallest-splitting field
gap_meV, depth_meV, al_edge = 1519.0, 230.0, 0.30  # rough material inputs
B_min = wc_min * B_unit
edge = np.sqrt(2 * depth_meV / hw0)                # in oscillator lengths
t2 = [np.sum((kinetic @ psi[:, j])**2) for j in range(3)]
shift = [-(t2[j] - t2[0]) * hw0**2 / gap_meV for j in (1, 2)]
z2_upper = psi[:, 2] @ (Z**2 * psi[:, 2])
mass_rise = 0.083 * al_edge * z2_upper / edge**2 / mass_ratio
print("Neglected effects at smallest splitting (rough inputs):")
print(f"  inputs: gap {gap_meV:.0f} meV, well depth {depth_meV:.0f} meV,"
      f" edge Al fraction {al_edge:.2f}")
print(f"  nonparabolic shift: lower {shift[0]:.3f}, upper {shift[1]:.3f} meV")
print(f"  mass grading: mean mass rise {100*mass_rise:.2f} %,"
      f" energy scale {mass_rise*hw0*high:.3f} meV")
frohlich = 0.07
print(f"  polaron scale (coupling {frohlich}): {frohlich/6*hw0*high:.3f} meV")
g_factor = 0.44
zeeman = g_factor * const.physical_constants["Bohr magneton"][0] * B_min / meV
print(f"  spin splitting (|g| = {g_factor}): {zeeman:.3f} meV")
print(f"  parabola ends at |z| = {edge*length*1e9:.1f} nm;"
      f" zero-field ground weight beyond: {erfc(edge):.1e}")
field = mass * w0**2 * length / e
print(f"  confining field at one oscillator length: {field/1e8:.4f} MV/cm")
for temp, mobility in ((4.2, 1e5), (300.0, 5e3)):
    width = hbar * e / (mass * mobility * 1e-4) / meV
    print(f"  T = {temp:.1f} K: kT = {kB*temp/meV:.3f} meV; mobility"
          f" {mobility:.0f} cm2/Vs gives hbar/tau = {width:.3f} meV")
sheet, eps_r = 1e15, 12.9                          # m^-2, -
density = eps_r * const.epsilon_0 * mass * w0**2 / e**2
print(f"  sheet density {sheet/1e4:.1e} cm-2, permittivity {eps_r}:"
      f" slab width {sheet/density*1e9:.1f} nm")
print("all good")
```

Output:

```
mass 0.067 m_e; hbar*w0 = 10.0 meV; tilt 20 deg
oscillator length sqrt(hbar/(m w0)) = 10.66 nm
cyclotron energy per tesla = 1.7279 meV/T
Field sweep: B (T), hbar*wc, lower, upper, splitting (meV), fz_upper
   2.00   3.456   3.222  10.078   6.855  0.998
   4.00   6.912   6.218  10.446   4.228  0.950
   6.00  10.367   8.251  11.807   3.555  0.624
   8.00  13.823   8.938  14.532   5.594  0.323
  12.00  20.735   9.241  21.084  11.842  0.181
Special points: B, Bz (T), lower, upper, splitting (meV), fz_upper
  smallest splitting  5.438  5.110   7.841  11.261   3.420  0.748
  wc = w0             5.787  5.438   8.112  11.585   3.473  0.671
  wz = w0             6.159  5.787   8.344  11.984   3.640  0.590
  equal mixing        6.612  6.214   8.562  12.539   3.977  0.500
at smallest splitting: lower 1.896 THz, upper 2.723 THz
two-level estimate at wz = w0: 8.180 and 11.820 meV
strong-field limit of lower mode = 9.397 meV
largest grid-minus-formula level error = 5.6e-12 hbar*w0
Three charges, largest change caused by repulsion (oscillator units):
  centre of mass, parabolic well: 2.4e-11
  single-charge coordinates or velocities, parabolic: 3.00
  centre-of-mass z, quartic term added: 0.103
Neglected effects at smallest splitting (rough inputs):
  inputs: gap 1519 meV, well depth 230 meV, edge Al fraction 0.30
  nonparabolic shift: lower -0.092, upper -0.130 meV
  mass grading: mean mass rise 0.93 %, energy scale 0.105 meV
  polaron scale (coupling 0.07): 0.131 meV
  spin splitting (|g| = 0.44): 0.139 meV
  parabola ends at |z| = 72.3 nm; zero-field ground weight beyond: 8.7e-22
  confining field at one oscillator length: 0.0094 MV/cm
  T = 4.2 K: kT = 0.362 meV; mobility 100000 cm2/Vs gives hbar/tau = 0.173 meV
  T = 300.0 K: kT = 25.852 meV; mobility 5000 cm2/Vs gives hbar/tau = 3.456 meV
  sheet density 1.0e+11 cm-2, permittivity 12.9: slab width 16.0 nm
all good
```
